# Airy-function transmission through a trapezoidal oxide barrier and its WKB exponent

## 1. The error in using the exponent alone

The tunnelling probability through a thin oxide can be estimated by $e^{-2S}$, where $2S$ is the WKB exponent. Take an oxide 2 nm thick whose barrier rises from 2.0 eV at the metal to 3.5 eV at the outer surface, with the other parameters given in Section 2. The exponent gives $5.0\times10^{-10}$, whereas the Schrödinger equation for the same model gives $1.79\times10^{-9}$. The estimate is too small by a factor of 3.6.

The error also changes with the field. With an assisting field of 12 MV/cm the estimate for the same thickness is too large. It is also the same for films of 2 and 3 nm, although the 3 nm film transmits more. An exact solution is therefore needed, together with a formula for what the exponent omits.

## 2. Model and conventions

The algebra uses atomic units, $\hbar=m_e=e=1$. An electron of energy $E$ meets an oxide occupying $0<x<L$ at normal incidence. Inside the oxide the barrier measured from $E$ is

$$V(x)-E=\varphi(x)=\varphi_1+gx,\qquad \varphi_2=\varphi_1+gL .$$

The slope $g$ is signed. For $g>0$ the electron's potential energy rises outward, as it does when adsorbed oxygen is negatively charged; this field opposes outward tunnelling. For $g<0$ the field assists it. A slope of 1 eV/nm is a field of 10 MV/cm.

The oxide has effective mass $m$. The metal and the collector have mass 1 and kinetic energies $K_1$ and $K_2$ at energy $E$, so their velocities are $v_i=\sqrt{2K_i}$. The kinetic-energy operator is $-\tfrac12\,\frac{d}{dx}\frac1m\frac{d}{dx}$. Integrating the Schrödinger equation across an interface shows that

$$\psi\quad\text{and}\quad \chi=\psi'/m$$

are continuous there. The current is $\mathrm{Im}(\psi^*\chi)$.

The examples use $\varphi_1=2$ eV, $m=0.4$ and $K_1=K_2=12$ eV. The kinetic energies are held fixed when the field or the thickness changes.

## 3. Matching the Airy functions

Inside the oxide $\psi''=2m\varphi\,\psi$. Put $z=2m\varphi/c^2$ and require $dz/dx=c$. Since $d\varphi/dx=g$, this means $2mg/c^2=c$, so $c=\mathrm{sign}(g)(2m|g|)^{1/3}$. Then $\psi''=c^2\,d^2\psi/dz^2$, and the equation becomes $d^2\psi/dz^2=z\psi$, with the solution

$$\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z),\qquad \chi=\frac cm\left[a\,\mathrm{Ai}'(z)+b\,\mathrm{Bi}'(z)\right].$$

Subscripts 1 and 2 denote values at $x=0$ and $x=L$. The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ lets us solve the two conditions at $x=0$:

$$a=\pi\left(\mathrm{Bi}_1'\psi_0-\tfrac mc\mathrm{Bi}_1\chi_0\right),\qquad
b=\pi\left(-\mathrm{Ai}_1'\psi_0+\tfrac mc\mathrm{Ai}_1\chi_0\right).$$

Inserting these at $x=L$ gives $\psi_L=A\psi_0+B\chi_0$ and $\chi_L=C\psi_0+D\chi_0$, with

$$\begin{aligned}
A&=\pi(\mathrm{Ai}_2\mathrm{Bi}_1'-\mathrm{Bi}_2\mathrm{Ai}_1'), & B&=\pi\tfrac mc(\mathrm{Ai}_1\mathrm{Bi}_2-\mathrm{Bi}_1\mathrm{Ai}_2),\\
C&=\pi\tfrac cm(\mathrm{Ai}_2'\mathrm{Bi}_1'-\mathrm{Bi}_2'\mathrm{Ai}_1'), & D&=\pi(\mathrm{Ai}_1\mathrm{Bi}_2'-\mathrm{Bi}_1\mathrm{Ai}_2').
\end{aligned}$$

For two solutions $\psi,\tilde\psi$ of the same equation, $\psi\tilde\chi-\chi\tilde\psi$ does not depend on $x$. Hence $AD-BC=1$.

On the left the wave is $e^{iv_1x}+re^{-iv_1x}$, so $\psi_0=1+r$ and $\chi_0=iv_1(1-r)$. On the right an outgoing wave of amplitude $t$ has $\psi_L=t$ and $\chi_L=iv_2t$. Inverting the matrix, whose determinant is 1, gives

$$\psi_0=(D-iv_2B)t,\qquad \chi_0=(-C+iv_2A)t .$$

The combination $\psi_0+\chi_0/(iv_1)=2$ eliminates $r$. Multiplied by $v_1$ it reads

$$\frac{2v_1}{t}=(v_1D+v_2A)+i(C-v_1v_2B).$$

The transmission is the ratio of the currents, $T=v_2|t|^2/v_1$, and therefore

$$T=\frac{4v_1v_2}{(v_1D+v_2A)^2+(C-v_1v_2B)^2}. \tag{1}$$

This is exact for the model. Reversing the direction of travel replaces the matrix by its inverse and changes the sign of $\chi$. The net effect is to exchange $A$ and $D$ and leave $B$ and $C$ alone. Exchanging $v_1$ and $v_2$ as well leaves (1) unchanged, so a barrier and its mirror image transmit equally.

At $g=0$ the Airy variables do not exist. With $\kappa=\sqrt{2m\varphi_1}$ and $w=\kappa/m$, the matrix is then $A=D=\cosh\kappa L$, $B=\sinh(\kappa L)/w$, $C=w\sinh\kappa L$.

## 4. The exponent and the numerical scaling

When $\varphi>0$ throughout, the substitution $d\varphi=g\,dx$ gives

$$2S=2\int_0^L\!\sqrt{2m\varphi}\,dx=\frac{4\sqrt{2m}}{3}\,\frac{\varphi_2^{3/2}-\varphi_1^{3/2}}{g}. \tag{2}$$

If $\varphi_2<0$ the integral stops at the turning point, where $\varphi=0$, and $\varphi_2^{3/2}$ is replaced by zero.

The same quantity governs the Airy functions. For $z>0$ they contain $e^{\mp\zeta}$ with

$$\zeta=\tfrac23z^{3/2}=\frac{2\sqrt{2m}\,\varphi^{3/2}}{3|g|},\qquad S=|\zeta_2-\zeta_1| .$$

As $g\to0$ at fixed thickness, each $\zeta$ grows as $1/|g|$ although $S$ stays finite. Evaluating $\mathrm{Ai}$ and $\mathrm{Bi}$ separately then underflows and overflows. The cure is to compute $e^{\zeta}\mathrm{Ai}$ and $e^{-\zeta}\mathrm{Bi}$, and likewise the derivatives, and to multiply each product in the matrix by $e^{\pm(\zeta_2-\zeta_1)}$. For $z\le0$ the functions oscillate and $\zeta$ is set to zero in this scaling.

Some rounding error remains. For a small potential drop $U=\varphi_2-\varphi_1$, expanding $\zeta\propto\varphi^{3/2}$ gives $S\approx\tfrac32(|U|/\varphi)\zeta$, so $\zeta\approx2\varphi S/(3|U|)$. A relative rounding error $\epsilon$ in $\zeta$ becomes an absolute error of order $\epsilon\varphi S/|U|$ in the exponent, and hence a relative error of that order in $T$. For extremely small drops the library routine for the scaled Airy functions can also fail to return a number; for the 2 nm film it still works at $|U|=3\times10^{-8}$ eV and fails at $1.5\times10^{-8}$ eV and below. Close enough to $U=0$, the hyperbolic form should be used.

Equation (1) was compared with direct integration of the Schrödinger equation for fields of $-12,-6,0,6$ MV/cm and for a fixed rise of 1.5 eV, each at 1, 2 and 3 nm. The largest relative difference in $T$ was $3\times10^{-11}$. For the 2 nm film with the fixed rise, tightening the relative tolerance of the integration from $10^{-7}$ to $10^{-11}$ moved its result by $3\times10^{-7}$, relative to $T$.

## 5. The missing prefactor

Take $g<0$, so that $z_1>z_2$. In a thick barrier the products containing $\mathrm{Bi}_1$ and $\mathrm{Ai}_2$ dominate. Keeping these alone and writing $\lambda=c/m$, the two terms in the denominator of (1) are

$$\begin{aligned}
v_1D+v_2A&\approx\pi(v_2\mathrm{Ai}_2\mathrm{Bi}_1'-v_1\mathrm{Bi}_1\mathrm{Ai}_2'),\\
C-v_1v_2B&\approx\pi(\lambda\,\mathrm{Ai}_2'\mathrm{Bi}_1'+v_1v_2\mathrm{Bi}_1\mathrm{Ai}_2/\lambda).
\end{aligned}$$

When they are squared and added, the cross terms $\mp2v_1v_2\mathrm{Ai}_2\mathrm{Ai}_2'\mathrm{Bi}_1\mathrm{Bi}_1'$ cancel. The other four terms factorize:

$$T\approx\frac{4v_1v_2}{\pi^2\left(v_1^2\mathrm{Bi}_1^2+\lambda^2\mathrm{Bi}_1'^2\right)\left(\mathrm{Ai}_2'^2+v_2^2\mathrm{Ai}_2^2/\lambda^2\right)}. \tag{3}$$

The discarded products are smaller by a factor of order $e^{-2S}$, which sets the relative error. The mirror symmetry of Section 3 supplies the result for $g>0$.

Now let both $\zeta_i$ be large and both $\varphi_i$ positive. To leading order

$$\begin{aligned}
\mathrm{Bi}_1&\approx\frac{e^{\zeta_1}}{\sqrt\pi\,z_1^{1/4}}, & \mathrm{Bi}_1'&\approx\frac{z_1^{1/4}e^{\zeta_1}}{\sqrt\pi},\\
\mathrm{Ai}_2&\approx\frac{e^{-\zeta_2}}{2\sqrt\pi\,z_2^{1/4}}, & \mathrm{Ai}_2'&\approx-\frac{z_2^{1/4}e^{-\zeta_2}}{2\sqrt\pi}.
\end{aligned}$$

Define $w_i=\sqrt{2m\varphi_i}/m$. Since $\sqrt{z_i}=\sqrt{2m\varphi_i}/|c|$, we have $|\lambda|\sqrt{z_i}=w_i$. The two brackets in (3) become

$$\frac{e^{2\zeta_1}}{\pi\sqrt{z_1}}(v_1^2+w_1^2),\qquad \frac{e^{-2\zeta_2}\sqrt{z_2}}{4\pi w_2^2}(v_2^2+w_2^2).$$

With $\sqrt{z_2/z_1}=w_2/w_1$ and $\zeta_1-\zeta_2=S$, this gives

$$T\approx Pe^{-2S},\qquad P=\frac{4v_1w_1}{v_1^2+w_1^2}\,\frac{4v_2w_2}{v_2^2+w_2^2}. \tag{4}$$

Each factor describes the match at one interface between the velocity outside and the decay rate divided by mass inside. Because $(v-w)^2\ge0$, neither factor exceeds 2, and $P\le4$. Poor matching can make $P$ less than 1.

The error of (4) follows from the next term of each Airy expansion. The relative corrections are $-5/(72\zeta)$ for $\mathrm{Ai}$, $+7/(72\zeta)$ for $\mathrm{Ai}'$, and the opposite signs for $\mathrm{Bi}$ and $\mathrm{Bi}'$. Squaring doubles them. The first bracket of (3) then changes by the relative amount $q_1/\zeta_1$ and the second by $-q_2/\zeta_2$, where

$$q_i=\frac{5v_i^2-7w_i^2}{36(v_i^2+w_i^2)} .$$

The brackets stand in the denominator, so for $g<0$ the relative change of $T$ is $-(q_1/\zeta_1-q_2/\zeta_2)$. Mirroring reverses the sign:

$$\frac{T}{Pe^{-2S}}-1\approx\mathrm{sign}(g)\left(\frac{q_1}{\zeta_1}-\frac{q_2}{\zeta_2}\right). \tag{5}$$

At fixed end heights $\zeta_i\propto L$, so this error falls as $1/L$.

## 6. A turning point inside the oxide

When an assisting field makes $\varphi_2$ negative, the electron leaves the forbidden region before it reaches the collector. The bracket with $\mathrm{Bi}_1$ is unchanged. For large negative $z_2$,

$$\mathrm{Ai}_2\approx\frac{\sin\theta}{\sqrt\pi\,|z_2|^{1/4}},\quad \mathrm{Ai}_2'\approx-\frac{|z_2|^{1/4}\cos\theta}{\sqrt\pi},\quad \theta=\tfrac23|z_2|^{3/2}+\tfrac\pi4 .$$

With $w_2=\sqrt{2m|\varphi_2|}/m$, the second bracket of (3) is $\sqrt{|z_2|}\,(w_2^2\cos^2\theta+v_2^2\sin^2\theta)/(\pi w_2^2)$, and

$$P=\frac{4v_1v_2w_1w_2}{(v_1^2+w_1^2)(w_2^2\cos^2\theta+v_2^2\sin^2\theta)},\qquad 2S=\frac{4\sqrt{2m}\,\varphi_1^{3/2}}{3|g|}. \tag{6}$$

Here $w_2$ is the electron's velocity inside the oxide at the outer interface. If it differs from $v_2$, part of the wave is reflected there, returns from the turning point and interferes with the wave that emerges directly. The phase $\theta$ grows with thickness, so $T$ oscillates while $2S$ stays constant. The oscillation requires the electron to cross the allowed part of the oxide without scattering, which the model assumes and a real amorphous film need not provide. At the thickness where $w_2=v_2$, the denominator in (6) does not depend on $\theta$.

At $-4$ MV/cm the turning point lies 5 nm from the metal. At 41 equally spaced thicknesses from 10 to 14 nm, the sampled ratio $T/e^{-2S}$ lies between 1.23 and 2.66; the minimum between sample points is slightly lower, 1.20. At the sampled thicknesses (6) agreed with (1) within 3%, relative to $P$.

Both forms of $P$ fail when $\varphi_2$ is close to zero. They vanish there because $w_2\to0$, whereas $\mathrm{Ai}(0)$ and $\mathrm{Ai}'(0)$ are finite and (3) gives a finite transmission. For $\varphi_2=0.02$ eV and $L=2$ nm, the true ratio $T/e^{-2S}$ is 1.41 but $P=0.47$. The conditions for using $P$ are that $e^{-2S}$ be small and that both $\zeta_1$ and $\zeta_2$, the latter taken with $|\varphi_2|$, be well above 1. Otherwise (1) should be used, or (3) if $e^{-2S}$ is negligible.

## 7. Varying the thickness at a fixed potential rise

In a growing oxide one simple condition is a fixed potential difference across the film. Then $g=U/L$, and (2) is proportional to $L$. The prefactor (4) depends on the end heights alone, so $T$ falls exponentially with thickness, apart from the small correction (5).

The rate is close to that of a flat barrier of the mean height $\bar\varphi$. Write $\varphi=\bar\varphi+Us$ with $-\tfrac12<s<\tfrac12$ and expand the square root:

$$\sqrt\varphi\approx\sqrt{\bar\varphi}\left(1+\frac{Us}{2\bar\varphi}-\frac{U^2s^2}{8\bar\varphi^2}\right).$$

The average of $s$ is zero and that of $s^2$ is $1/12$, so

$$2S\approx2L\sqrt{2m\bar\varphi}\left(1-\frac{U^2}{96\bar\varphi^2}\right). \tag{7}$$

For $U=1.5$ eV the mean height is 2.75 eV. The flat 2 eV barrier has an exponent of 9.165 per nm. Scaling it gives $9.165\sqrt{2.75/2}=10.75$ per nm, and the bracket in (7) lowers this by 0.3% to 10.71. The closed form gives 10.713 per nm, and the Airy result between 2 and 3 nm gives 10.714. In this case the field acts mainly by raising the mean barrier.

The prefactor follows from $w/v=\sqrt{\varphi/(mK)}$, which is $\sqrt{2/4.8}=0.645$ at the metal and $\sqrt{3.5/4.8}=0.854$ at the outer surface. The factors in (4) are 1.823 and 1.975, so $P=3.60$. At 2 nm the exact ratio $T/e^{-2S}$ is 3.617, which is 0.465% above $P$. Equation (5), the leading term, gives 0.51%.

The error can be expressed as a thickness. Setting $T=10^{-10}$ in the bare exponential gives $L=23.026/10.713=2.149$ nm. Including $P$ adds

$$\Delta L\approx\frac{\ln P}{2S/L}=\frac{1.281}{10.713}=0.120\ \text{nm}.$$

The Airy calculation gives 2.27 nm, or 22.7 Å, in agreement with this shift. At a fixed rise the shift does not grow with thickness to this order, so its relative importance falls.

## 8. Varying the field

At a fixed thickness of 2 nm, changing the field from $+6$ through 0 and $-6$ to $-12$ MV/cm raises $T$ from $3.2\times10^{-9}$ through $3.6\times10^{-8}$ and $6.5\times10^{-7}$ to $2.6\times10^{-5}$. This is a rise by a factor of $8.3\times10^{3}$. The exponent alone would give $4.3\times10^{4}$; the difference arises because the ratio $T/e^{-2S}$ falls from 3.58 to 0.69.

At $-12$ MV/cm the turning point is $2/1.2=1.67$ nm from the metal. Films of 2 and 3 nm therefore have the same exponent, 10.18. Yet the thicker film transmits more, $4.2\times10^{-5}$ against $2.6\times10^{-5}$. The cause is the outer-interface factor in (3). Its asymptotic form (6) gives the right direction, with $P$ rising from 0.58 to 1.11.

The accuracy of $P$ can be judged from $\zeta_2=\zeta_1(|\varphi_2|/\varphi_1)^{3/2}$, with $\zeta_1=10.18/2=5.09$. At 3 nm, $\varphi_2=-1.6$ eV and $\zeta_2=3.6$; $P$ is 1% below the exact ratio. This is partly fortuitous, because the error oscillates with $\theta$: $P$ is 4.5% too high at 3.3 nm, where $\zeta_2=4.9$, and 8.7% too high at 2.6 nm, where $\zeta_2=2.1$ and $T=1.1\times10^{-4}$ exceeds the values at both 2 and 3 nm. At 2 nm, $\varphi_2=-0.4$ eV and $\zeta_2=0.46$; the error is 16%.

## 9. Use for a real oxide film

The parameters are rough values in the regime of thin amorphous alumina on aluminium. With a 1.5 eV rise, the field in the 2 nm film is 7.5 MV/cm, or 0.75 of a rough breakdown field of 10 MV/cm. The 1 nm film, at 15 MV/cm, and the cases at 12 MV/cm exceed that value and serve to show the behaviour of the equations. In oxidation the electron goes to localized oxygen states, for which the free-electron collector is a substitute. Thus $T$ is a barrier factor, not an oxidation rate. The parabolic oxide band is one of the costliest assumptions. Replacing $2m\varphi$ by $2m\varphi(1-\varphi/E_g)$, with a rough gap $E_g=7$ eV, raises $e^{-2S}$ at 2 nm by a factor of 124. The decay rate becomes $(21.43-\ln124)/2=8.3$ per nm. With $P$ kept at 3.6, the thickness for $T=10^{-10}$ grows to about 2.9 nm, a shift several times larger than the one due to the prefactor.

Other estimates for the same film, each made separately, are a factor of 14 in $e^{-2S}$ from image forces between two metallic electrodes with a rough relative permittivity of 3, 1.8 from a thickness roughness of 0.1 nm rms at a fixed potential rise, and 0.34 from a 10% larger oxide mass. The image forces also change the prefactor: solving the Schrödinger equation with the same image potential raises $T$ by a factor of only about 6 to 10 when the barrier is cut off at a lowest value between 0 and $-12$ eV, and by about 5 when the image potential is held constant within 0.1 nm of each electrode. The thermal spread of electron energies at 300 K changes $T$ by 2%. Lowering the collector's kinetic energy from 12 to 3 eV changes it by 11%. Electrons at oblique incidence see a higher barrier if their transverse momentum is conserved: a transverse energy of 0.26 eV in the oxide raises $2S$ by 1.

Airy matching removes the error of the WKB solution for a specified trapezoid. It does not reduce the uncertainty of the barrier itself, which for this film is larger: lowering the whole barrier by 0.5 or 1 eV raises $T$ by factors of 7.4 and 67, and an oxide mass of 0.25 or 0.6 in place of 0.4 changes it by factors of 96 and 0.007. The full set of values is in the numerical output below.

## Table of computed values

```
Inner barrier 2.0 eV; oxide mass 0.4 electron masses
Kinetic energy in metal and collector 12.0 eV
Fixed outward rise of electron energy 1.5 eV
FIXED RISE: L, field, T, 2S, exp(-2S), T/exp(-2S), P
L=1.0 nm field=15.0 MV/cm T=8.082e-05 2S=10.713 exp=2.226e-05 ratio=3.631 P=3.600
L=2.0 nm field=7.5 MV/cm T=1.792e-09 2S=21.425 exp=4.956e-10 ratio=3.617 P=3.600
L=3.0 nm field=5.0 MV/cm T=3.984e-14 2S=32.138 exp=1.103e-14 ratio=3.612 P=3.600
FIXED FIELD (positive opposes electrons): outer height phi2
field=-12 MV/cm L=1.0 nm phi2=0.8 eV T=1.322e-03 2S=7.607 ratio=2.660 P=2.551
field=-12 MV/cm L=2.0 nm phi2=-0.4 eV T=2.611e-05 2S=10.183 ratio=0.690 P=0.582
field=-12 MV/cm L=3.0 nm phi2=-1.6 eV T=4.242e-05 2S=10.183 ratio=1.122 P=1.110
field=-6 MV/cm L=1.0 nm phi2=1.4 eV T=6.630e-04 2S=8.438 ratio=3.064 P=3.048
field=-6 MV/cm L=2.0 nm phi2=0.8 eV T=6.464e-07 2S=15.214 ratio=2.616 P=2.551
field=-6 MV/cm L=3.0 nm phi2=0.2 eV T=4.707e-09 2S=19.722 ratio=1.729 P=1.429
field=0 MV/cm L=1.0 nm phi2=2.0 eV T=3.477e-04 2S=9.165 ratio=3.321 P=3.322
field=0 MV/cm L=2.0 nm phi2=2.0 eV T=3.640e-08 2S=18.329 ratio=3.322 P=3.322
field=0 MV/cm L=3.0 nm phi2=2.0 eV T=3.810e-12 2S=27.494 ratio=3.322 P=3.322
field=6 MV/cm L=1.0 nm phi2=2.6 eV T=1.894e-04 2S=9.821 ratio=3.488 P=3.480
field=6 MV/cm L=2.0 nm phi2=3.2 eV T=3.152e-09 2S=20.852 ratio=3.584 P=3.572
field=6 MV/cm L=3.0 nm phi2=3.8 eV T=1.742e-14 2S=32.972 ratio=3.635 P=3.620
Decay rate of T at fixed rise, WKB: 10.713 per nm
Decay rate of T at fixed rise, Airy 2 to 3 nm: 10.714 per nm
Target transmission: 1e-10
Thickness at target, Airy: 2.269 nm = 22.69 angstrom
Thickness at target, bare exponent: 2.149 nm
Thickness error of bare exponent: 0.120 nm
Outer height 0.02 eV, 2 nm: T/exp(-2S)=1.405, P=0.469
Field -4 MV/cm, 10 to 14 nm: T/exp(-2S) from 1.226 to 2.658
First prefactor correction, 2 nm fixed rise: 0.00510
Largest relative difference, Airy and integration: 3.1e-11
Integration shift, rtol 1e-7 to 1e-11: 2.8e-07 (relative)
NEGLECTED EFFECTS, 2 nm film with fixed rise (factors on T)
Image forces, rough permittivity 3: factor 14.19
Two-band dispersion, rough gap 7 eV: factor 124.0
Oxide mass raised by 10 percent: factor 0.341
Thickness roughness 0.1 nm rms: factor 1.775
Fermi energy spread at 300 K: factor 1.0168
Boltzmann factor over barrier top at 300 K: 1.6e-59
Collector kinetic energy 3 eV for 12 eV: factor 0.888
Transverse energy in oxide that raises 2S by 1: 0.260 eV
Field / rough breakdown field of 10 MV/cm: 0.75
```
